# Triplet instability of restricted Hartree-Fock and the Coulson-Fischer point of H2: test program

```python
"""Triplet instability of restricted Hartree-Fock (RHF) and imaginary TDHF energies.

Result under test: for real closed-shell RHF orbitals the triplet matrix A+B is
the Hessian of the energy towards unrestricted (UHF) states. If A-B is positive
definite, each negative eigenvalue of A+B gives one negative omega^2, where
  (A-B)(A+B)(X+Y) = omega^2 (X+Y).
For H2 with one bonding orbital g and one antibonding orbital u:
  lam = A+B = gap - J - K,   A-B = gap - J + K,   omega^2 = (A+B)(A-B),
  gap = e_u - e_g,  J = (gg|uu),  K = (gu|gu).
lam = 0 is the Coulson-Fischer point. Atomic units unless a label says otherwise.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, fci

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


def h2(R, basis):
    return gto.M(atom=f"H 0 0 0; H 0 0 {R}", basis=basis, unit="Bohr", verbose=0)


def minimal(R):
    """Integrals and response quantities of H2 in STO-3G, orbitals fixed by symmetry."""
    mol = h2(R, "sto-3g")
    S = mol.intor("int1e_ovlp")[0, 1]
    C = np.array([[1, 1], [1, -1]]) / np.sqrt(2 * (1 + np.array([S, -S])))
    h = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
    v = np.einsum("pqrs,pi,qj,rk,sl->ijkl", mol.intor("int2e"), C, C, C, C)
    Jgg, Juu, J, K = v[0, 0, 0, 0], v[1, 1, 1, 1], v[0, 0, 1, 1], v[0, 1, 0, 1]
    eg, eu = h[0, 0] + Jgg, h[1, 1] + 2 * J - K
    gap = eu - eg
    plus, minus = gap - J - K, gap - J + K
    return dict(h=h, v=v, Jgg=Jgg, Juu=Juu, J=J, K=K, eg=eg, eu=eu, gap=gap,
                plus=plus, minus=minus, w2=plus * minus, A=gap - J,
                C=Jgg + Juu - 2 * J + 4 * K,
                E0=2 * h[0, 0] + Jgg + mol.energy_nuc())


def response_matrices(mf):
    """Triplet A, B and singlet A, B from RHF orbitals."""
    C, e = mf.mo_coeff, mf.mo_energy
    n, no = C.shape[1], int(sum(mf.mo_occ > 0))
    v = ao2mo.restore(1, ao2mo.kernel(mf.mol, C), n)
    o, u = slice(0, no), slice(no, n)
    dim = no * (n - no)
    iajb = v[o, u, o, u]
    direct = v[o, o, u, u].transpose(0, 2, 1, 3).reshape(dim, dim)
    cross = iajb.transpose(0, 3, 2, 1).reshape(dim, dim)
    pair = iajb.reshape(dim, dim)
    diff = np.diag((e[None, u] - e[o, None]).ravel())
    return diff - direct, -cross, diff - direct + 2 * pair, 2 * pair - cross


def rotated_energy(mf, x, beta_sign, imaginary):
    """HF electronic energy after rotating alpha by x/sqrt2, beta by beta_sign*x/sqrt2."""
    C = mf.mo_coeff
    n, no = C.shape[1], int(sum(mf.mo_occ > 0))
    v = mf.mol.intor("int2e")
    dens = []
    for sign in (1, beta_sign):
        k = sign * x.reshape(no, n - no).T / np.sqrt(2)
        G = np.zeros((n, n), complex)
        G[no:, :no] = 1j * k if imaginary else k
        G[:no, no:] = -G[no:, :no].conj().T
        occ = (C @ expm(G))[:, :no]
        dens.append(occ @ occ.conj().T)
    D = dens[0] + dens[1]
    E = np.einsum("pq,qp", mf.get_hcore(), D)
    E += 0.5 * np.einsum("qp,pq", D, np.einsum("pqrs,sr->pq", v, D))
    for d in dens:
        E -= 0.5 * np.einsum("qp,pq", d, np.einsum("prsq,rs->pq", v, d))
    return E.real


def check_general(mf, seed):
    """Hessian by finite differences; count of imaginary roots by direct diagonalization."""
    At, Bt, As, Bs = response_matrices(mf)
    x = np.random.default_rng(seed).normal(size=len(At))
    x /= np.linalg.norm(x)
    t = 1e-3
    for sign, A, B in ((-1, At, Bt), (1, As, Bs)):
        for imag, M in ((False, A + B), (True, A - B)):
            E = [rotated_energy(mf, s * t * x, sign, imag) for s in (-1, 0, 1)]
            assert abs((E[0] + E[2] - 2 * E[1]) / (2 * t * t) - x @ M @ x) < 1e-4
    plus = np.linalg.eigvalsh(At + Bt)
    minus = np.linalg.eigvalsh(At - Bt)
    assert minus[0] > 0
    roots = np.linalg.eigvals(np.block([[At, Bt], [-Bt, -At]]))
    n_imag = int(sum(abs(roots.imag) > 1e-5))
    assert n_imag == 2 * int(sum(plus < 0))
    return plus, minus, n_imag // 2, max(abs(roots.imag))


def broken_uhf(R, basis):
    """Self-consistent UHF started with opposite spins on the two atoms."""
    mol = h2(R, basis)
    n = mol.nao
    dm = np.zeros((2, n, n))
    dm[0, 0, 0] = dm[1, n // 2, n // 2] = 1
    mf = scf.UHF(mol)
    mf.conv_tol, mf.max_cycle = 1e-12, 300
    mf.kernel(dm0=dm)
    return mf


def polarization(m, eps, time):
    """Real-time TDHF of H2: real part of c_u/c_g of the alpha orbital at a given time."""
    def rhs(_, y):
        a, b = y[:2], y[2:]
        Fa = m["h"] + np.einsum("pqrs,s,r->pq", m["v"], b, b.conj())
        Fb = m["h"] + np.einsum("pqrs,s,r->pq", m["v"], a, a.conj())
        return -1j * np.concatenate([Fa @ a, Fb @ b])
    y0 = np.array([1, eps, 1, -eps], complex) / np.sqrt(1 + eps**2)
    y = solve_ivp(rhs, (0, time), y0, method="DOP853", rtol=1e-11, atol=1e-13).y[:, -1]
    return (y[1] / y[0]).real


def bse(m):
    """Static triplet BSE on one-shot GW (self-energy at HF energies, no Z factor)."""
    g, K = m["gap"], m["K"]
    Om = np.sqrt(g * g + 4 * g * K)
    shift = 4 * K * K * g / (Om * (g + Om))
    KW = K / (1 + 4 * K / g)
    return g + shift - m["J"] - KW, shift, KW, Om


# Distance scan and critical distances in the minimal basis
scan = [minimal(R) for R in np.linspace(1.0, 4.0, 31)]
assert all(m["minus"] > 0 and m["C"] > 0 for m in scan)
assert np.all(np.diff([m["plus"] for m in scan]) < 0)
Rcf = brentq(lambda R: minimal(R)["plus"], 1.4, 4.0, xtol=1e-11)
Rtda = brentq(lambda R: minimal(R)["A"], 1.4, 4.0, xtol=1e-11)
assert Rtda > Rcf
print("H2, STO-3G; all energies in hartree unless stated")
print(f"Coulson-Fischer distance = {Rcf:.4f} bohr = {Rcf * ANG:.4f} angstrom")
print(f"distance where Tamm-Dancoff A = 0: {Rtda:.4f} bohr")
print("R (bohr) | A+B | A-B | omega^2 (hartree^2) | |omega| | type")
for R in (1.4, 2.0, 2.2, 2.5, 3.0, 4.0):
    m = minimal(R)
    kind = "real" if m["w2"] > 0 else "imaginary"
    print(f"{R:.1f} | {m['plus']:.5f} | {m['minus']:.5f} | {m['w2']:.5f} | "
          f"{np.sqrt(abs(m['w2'])):.5f} | {kind}")

# UHF solution on both sides of the critical distance
for R in (Rcf - 0.2, Rcf + 0.2, 3.0):
    m, u = minimal(R), broken_uhf(R, "sto-3g")
    s = max(0.0, -m["plus"] / m["C"])
    assert u.converged and s <= 1
    assert abs(u.e_tot - (m["E0"] - m["C"] * s * s)) < 1e-8
    assert abs(u.spin_square()[0] - (1 - (1 - 2 * s) ** 2)) < 1e-4

# Details at 3 bohr
m = minimal(3.0)
s = -m["plus"] / m["C"]
w = np.sqrt(-m["w2"])
print("Details at R = 3.0 bohr")
print(f"h_g = {m['h'][0, 0]:.5f}, h_u = {m['h'][1, 1]:.5f}")
print(f"(gg|gg) = {m['Jgg']:.5f}, (uu|uu) = {m['Juu']:.5f}")
print(f"J = {m['J']:.5f}, K = {m['K']:.5f}")
print(f"e_g = {m['eg']:.5f}, e_u = {m['eu']:.5f}, gap = {m['gap']:.5f}")
print(f"triplet A = {m['A']:.5f}, B = {-m['K']:.5f}, C = {m['C']:.5f}")
print(f"|omega| = {w:.5f} hartree = {w * EV:.3f} eV (imaginary)")
print(f"sin^2(theta) = {s:.5f}, theta = {np.degrees(np.arcsin(np.sqrt(s))):.2f} degrees")
print(f"E_RHF = {m['E0']:.6f}, E_UHF = {u.e_tot:.6f}, lowering = {m['E0'] - u.e_tot:.6f}")
print(f"UHF <S^2> = {u.spin_square()[0]:.4f} (hbar^2)")
singlet_plus = m["plus"] + 4 * m["K"]
singlet_w = np.sqrt(singlet_plus * m["minus"])
print(f"singlet A+B = {singlet_plus:.5f}, singlet omega = {singlet_w:.5f} (real)")

# Singlet root checked by diagonalizing matrices built from an SCF calculation
mf = scf.RHF(h2(3.0, "sto-3g"))
mf.conv_tol = 1e-12
mf.kernel()
_, _, As, Bs = response_matrices(mf)
roots = np.linalg.eigvals(np.block([[As, Bs], [-Bs, -As]]))
assert abs(max(roots.real) - singlet_w) < 1e-6 and max(abs(roots.imag)) < 1e-8

# Full CI: the true gap in this basis is real; A equals E_triplet - E_RHF
for R in (1.4, Rcf, 3.0):
    q = minimal(R)
    H = np.array([[2 * q["h"][0, 0] + q["Jgg"], q["K"]],
                  [q["K"], 2 * q["h"][1, 1] + q["Juu"]]])
    Es = np.linalg.eigvalsh(H)[0]
    Et = q["h"][0, 0] + q["h"][1, 1] + q["J"] - q["K"]
    levels = np.sort(fci.direct_spin1.kernel(q["h"], q["v"], 2, (1, 1), nroots=4)[0])
    assert abs(levels[0] - Es) < 1e-8 and abs(levels[1] - Et) < 1e-8
    assert abs(levels[1] - (2 * q["h"][0, 0] + q["Jgg"]) - q["A"]) < 1e-8
    assert Et > Es
    print(f"full-CI triplet gap at R = {R:.4f} bohr: {Et - Es:.5f}")

# Real-time dynamics: oscillation before, exponential growth beyond
eps = 1e-5
before = minimal(1.4)
t1, t2 = 4.0 / np.sqrt(before["w2"]), 4.0 / w
r1, r2 = polarization(before, eps, t1) / eps, polarization(m, eps, t2) / eps
assert abs(r1 - np.cos(4.0)) < 1e-4
assert abs(r2 / np.cosh(4.0) - 1) < 1e-4
print(f"TDHF amplitude ratio, R = 1.4 bohr, t = {t1:.3f} a.u.: {r1:.5f}")
print(f"TDHF amplitude ratio, R = 3.0 bohr, t = {t2:.3f} a.u.: {r2:.5f}")

# BSE at the Coulson-Fischer point; GW gap shift by imaginary-frequency quadrature
c = minimal(Rcf)
lam_bse, shift, KW, Om = bse(c)
assert abs(c["v"][0, 0, 0, 1]) < 1e-10 and abs(c["v"][1, 1, 0, 1]) < 1e-10


def screened_part(freq):
    chi0 = -4 * c["gap"] / (c["gap"] ** 2 + freq**2)
    return c["K"] / (1 - c["K"] * chi0) - c["K"]


def sigma(energy_difference):
    f = lambda x: (screened_part(x) / (1j * x + energy_difference)).real
    return -quad(f, 0, np.inf, epsabs=1e-11)[0] / np.pi


assert abs(sigma(c["gap"]) - sigma(-c["gap"]) - shift) < 1e-8
assert abs(c["K"] + screened_part(0.0) - KW) < 1e-12
assert lam_bse > 0
print("BSE on one-shot GW at the Coulson-Fischer distance")
print(f"HF gap = {c['gap']:.5f}, J = {c['J']:.5f}, K = {c['K']:.5f}, Omega = {Om:.5f}")
print(f"GW gap shift = {shift:.5f}, screened K_W = {KW:.5f}")
print(f"A+B: TDHF = {abs(c['plus']):.5f}, BSE = {lam_bse:.5f}")

# Larger basis for H2
def rhf_h2(R):
    calc = scf.RHF(h2(R, "cc-pvdz"))
    calc.conv_tol = 1e-12
    calc.kernel()
    return calc


def lowest_plus(R):
    A, B, _, _ = response_matrices(rhf_h2(R))
    return np.linalg.eigvalsh(A + B)[0]


Rdz = brentq(lowest_plus, 1.6, 3.2, xtol=1e-7)
drop_below = rhf_h2(Rdz - 0.2).e_tot - broken_uhf(Rdz - 0.2, "cc-pvdz").e_tot
drop_above = rhf_h2(Rdz + 0.2).e_tot - broken_uhf(Rdz + 0.2, "cc-pvdz").e_tot
assert abs(drop_below) < 1e-7 and drop_above > 1e-5
check_general(rhf_h2(3.0), 1)
print(f"H2, cc-pVDZ: Coulson-Fischer distance = {Rdz:.4f} bohr = {Rdz * ANG:.4f} angstrom")
print(f"RHF - UHF energy 0.2 bohr beyond it = {drop_above:.6f}")

# Be atom: two occupied orbitals
be = scf.RHF(gto.M(atom="Be 0 0 0", basis="6-31g", verbose=0))
be.conv_tol = 1e-12
be.kernel()
plus, minus, count, largest = check_general(be, 2)
print(f"Be, 6-31G: lowest triplet A+B = {plus[0]:.5f}, lowest A-B = {minus[0]:.5f}")
print(f"Be, 6-31G: negative eigenvalues of A+B = {int(sum(plus < 0))}, "
      f"imaginary pairs = {count}")
print(f"Be, 6-31G: largest |Im omega| = {largest:.5f}")
print("done: every assertion held")
```

Output:

```
H2, STO-3G; all energies in hartree unless stated
Coulson-Fischer distance = 2.1797 bohr = 1.1534 angstrom
distance where Tamm-Dancoff A = 0: 2.9264 bohr
R (bohr) | A+B | A-B | omega^2 (hartree^2) | |omega| | type
1.4 | 0.40365 | 0.76616 | 0.30926 | 0.55611 | real
2.0 | 0.07368 | 0.47473 | 0.03498 | 0.18703 | real
2.2 | -0.00781 | 0.40705 | -0.00318 | 0.05637 | imaginary
2.5 | -0.11253 | 0.32334 | -0.03639 | 0.19075 | imaginary
3.0 | -0.25052 | 0.21972 | -0.05504 | 0.23461 | imaginary
4.0 | -0.43138 | 0.09888 | -0.04265 | 0.20653 | imaginary
Details at R = 3.0 bohr
h_g = -0.88088, h_u = -0.66923
(gg|gg) = 0.54316, (uu|uu) = 0.57343
J = 0.55123, K = 0.23512
e_g = -0.33773, e_u = 0.19810, gap = 0.53583
triplet A = -0.01540, B = -0.23512, C = 0.95461
|omega| = 0.23461 hartree = 6.384 eV (imaginary)
sin^2(theta) = 0.26243, theta = 30.82 degrees
E_RHF = -0.885275, E_UHF = -0.951018, lowering = 0.065743
UHF <S^2> = 0.7742 (hbar^2)
singlet A+B = 0.68995, singlet omega = 0.38935 (real)
full-CI triplet gap at R = 1.4000 bohr: 0.60547
full-CI triplet gap at R = 2.1797 bohr: 0.25400
full-CI triplet gap at R = 3.0000 bohr: 0.08448
TDHF amplitude ratio, R = 1.4 bohr, t = 7.193 a.u.: -0.65364
TDHF amplitude ratio, R = 3.0 bohr, t = 17.049 a.u.: 27.30824
BSE on one-shot GW at the Coulson-Fischer distance
HF gap = 0.80679, J = 0.60007, K = 0.20672, Omega = 1.14805
GW gap shift = 0.06145, screened K_W = 0.10209
A+B: TDHF = 0.00000, BSE = 0.16608
H2, cc-pVDZ: Coulson-Fischer distance = 2.2873 bohr = 1.2104 angstrom
RHF - UHF energy 0.2 bohr beyond it = 0.003242
Be, 6-31G: lowest triplet A+B = -0.01373, lowest A-B = 0.13315
Be, 6-31G: negative eigenvalues of A+B = 3, imaginary pairs = 3
Be, 6-31G: largest |Im omega| = 0.04293
done: every assertion held
```
